# Closest approach in 60-degree repulsive Coulomb scattering

## Question

I am working through the two-body collisions that an implanted ion makes with the atoms of a target. One exercise says: in repulsive Coulomb scattering through 60 degrees in the centre-of-mass frame, show that the closest approach is exactly 1.5 times the head-on distance at the same energy.

For the head-on case I set the initial kinetic energy equal to the potential energy at the turning point. With $V(r)=C/r$ this gives $d=C/E$. When I do the same for the 60-degree collision, I get $C/E$ again, so my ratio is 1 and not 1.5. The angle never enters my calculation.

What have I missed? Does the factor depend on the masses or charges? And does it mean anything for a real ion, say boron entering silicon at 1 MeV, where the nuclei are surrounded by electrons?

## Answer

Your energy balance assumes that the particles are at rest relative to each other at closest approach. That is true only in the head-on case. In an oblique collision the separation stops shrinking for an instant, but the particles are still moving past each other. This sideways motion keeps part of the energy, so less is available to climb the potential, and the particles stay farther apart.

Two relations are needed: one between the closest approach and the impact parameter, and one between the impact parameter and the angle.

### Setting up the relative motion

Take point particles with masses $m_1$ and $m_2$, moving classically, without relativity and without loss of energy to internal excitation. Let $\mathbf r=\mathbf r_1-\mathbf r_2$, and let $\mathbf F$ be the force on particle 1. Then $m_1\ddot{\mathbf r}_1=\mathbf F$ and $m_2\ddot{\mathbf r}_2=-\mathbf F$. Dividing each by its mass and subtracting gives

$$
\ddot{\mathbf r}=\left(\frac1{m_1}+\frac1{m_2}\right)\mathbf F=\frac{\mathbf F}{\mu},\qquad
\mu=\frac{m_1m_2}{m_1+m_2}.
$$

The separation therefore moves like one particle of mass $\mu$ in the potential $C/r$, with $C>0$ for repulsion.

Let $v$ be the relative speed at infinite separation. In the centre-of-mass frame the two speeds are then $m_2v/(m_1+m_2)$ and $m_1v/(m_1+m_2)$, and the total kinetic energy is

$$
E=\frac{m_1m_2^2+m_2m_1^2}{2(m_1+m_2)^2}\,v^2=\frac12\mu v^2 .
$$

This $E$ is the energy meant in the exercise. In a head-on collision all of it becomes potential energy, so $E=C/d$ and $d=C/E$, as you found. Both $d$ and the closest approach $r_{\min}$ are distances between the particles, not distances from the centre of mass.

### The closest approach for a given impact parameter

The impact parameter $b$ is the distance by which the particles would miss each other if there were no force. The angular momentum of the relative motion is $L=\mu vb$, and it is conserved because the force is central.

Split the velocity into a radial part $\dot r$ and a sideways part $L/(\mu r)$. Energy conservation reads

$$
E=\frac12\mu\dot r^2+\frac{L^2}{2\mu r^2}+\frac Cr .
$$

The middle term is the one missing from your balance. Substituting $L=\mu vb$ gives

$$
\frac{L^2}{2\mu r^2}=\frac{\mu v^2b^2}{2r^2}=E\,\frac{b^2}{r^2}.
$$

At closest approach $\dot r=0$. Dividing the energy equation by $E$ and using $C/E=d$, we get

$$
1=\frac{b^2}{r_{\min}^2}+\frac d{r_{\min}}
\quad\Longrightarrow\quad
r_{\min}^2-d\,r_{\min}-b^2=0 .
$$

For $b>0$ the product of the two roots is $-b^2$, so just one root is positive:

$$
r_{\min}=\frac d2+\sqrt{\frac{d^2}{4}+b^2}.
$$

For $b=0$ this returns $r_{\min}=d$. What remains is to find the $b$ that belongs to 60 degrees.

### The impact parameter for a given angle

Let $\theta$ be the angle through which the relative velocity turns. In the centre-of-mass frame the velocity of particle 1 is $m_2/(m_1+m_2)$ times the relative velocity, so it turns through the same angle.

The angle follows from the total impulse. Draw a line from particle 2 to particle 1 at the moment of closest approach, and measure the polar angle $\phi$ of $\mathbf r$ from this line, increasing with time. At a given $r$, the energy equation fixes the size of $\dot r$, and $\dot\phi=L/(\mu r^2)$ is fixed too. The outgoing half of the orbit is therefore the mirror image of the incoming half, run backwards in time.

This symmetry has two consequences. First, the sideways components of the force, proportional to $\sin\phi$, cancel between the two halves, so the momentum change lies along the line. Second, the line bisects the angle between the distant incoming and outgoing positions. The distant incoming position points opposite to the initial velocity, and the distant outgoing position points along the final velocity. The angle between them is $\pi-\theta$, so $\phi$ runs from $-(\pi-\theta)/2$ to $+(\pi-\theta)/2$.

The component of the force along the line is $(C/r^2)\cos\phi$. To integrate it over time, use $L=\mu r^2\,d\phi/dt$, which gives $dt=\mu r^2\,d\phi/L$. The factors of $r^2$ cancel:

$$
\Delta p=\int\frac C{r^2}\cos\phi\,dt
=\frac{C\mu}{L}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\phi\,d\phi
=\frac{2C\mu}{L}\sin\frac{\pi-\theta}{2}
=\frac{2C\mu}{L}\cos\frac\theta2 .
$$

The same momentum change follows from geometry. The initial and final relative momenta both have size $\mu v$ and enclose the angle $\theta$. Their difference is the base of an isosceles triangle, with length $2\mu v\sin(\theta/2)$. Equating the two expressions and inserting $L=\mu vb$,

$$
2\mu v\sin\frac\theta2=\frac{2C}{vb}\cos\frac\theta2 .
$$

Divide by $2\mu v\cos(\theta/2)$, and use $\mu v^2=2E$:

$$
\tan\frac\theta2=\frac{C}{\mu v^2b}=\frac{C}{2Eb}=\frac d{2b}.
$$

### Inserting 60 degrees

Since $\tan30^\circ=1/\sqrt3$,

$$
\frac1{\sqrt3}=\frac d{2b}
\quad\Longrightarrow\quad
b=\frac{\sqrt3}{2}d,\qquad b^2=\frac34d^2 .
$$

The equation for the closest approach becomes

$$
r_{\min}^2-d\,r_{\min}-\frac34d^2
=\left(r_{\min}-\frac32d\right)\left(r_{\min}+\frac12d\right)=0 .
$$

A separation must be positive, so

$$
r_{\min}=\frac32d .
$$

The charges affect $d$ through $C$. The masses affect it only through $E$, when the laboratory energy is given. Both have dropped out of the ratio. Within this model the factor is exact.

You can now repair your energy balance. At $r_{\min}=3d/2$ the potential energy is $C/(3d/2)=2E/3$. The remaining $E/3$ is kinetic energy of the sideways motion, so the relative speed there is $v/\sqrt3$. Angular momentum agrees, because

$$
r_{\min}\frac v{\sqrt3}=\frac{3d}{2}\frac v{\sqrt3}=\frac{\sqrt3}{2}d\,v=bv .
$$

### Other angles

For a general angle, $b=(d/2)\cot(\theta/2)$. Using $1+\cot^2x=1/\sin^2x$ under the square root,

$$
r_{\min}=\frac d2+\frac d2\sqrt{1+\cot^2\frac\theta2}
=\frac d2\left[1+\frac1{\sin(\theta/2)}\right].
$$

At 180 degrees the bracket is 2 and the result is $d$. At 60 degrees it is 3. For weak deflection, compare with the impact parameter instead:

$$
\frac{r_{\min}}b=\frac{1+\sin(\theta/2)}{\cos(\theta/2)}\longrightarrow1
\qquad(\theta\to0).
$$

A distant particle is hardly deflected, and its closest approach differs from $b$ by only a small fraction of $b$. The difference itself does not vanish: it tends to $d/2$.

### Boron on silicon at 1 MeV

Take charge numbers 5 and 14, and use the mass numbers 11 and 28 as masses in atomic mass units. The silicon atom is initially at rest. The laboratory energy is then $m_1v^2/2$, so the centre-of-mass energy is

$$
E=\frac{m_2}{m_1+m_2}E_{\rm lab}=\frac{28}{39}\times1000\ \text{keV}=717.95\ \text{keV}.
$$

For bare nuclei, $C=5\times14\,e^2/(4\pi\varepsilon_0)=100.798$ eV nm. One eV nm equals one keV pm, so

$$
d=\frac{100.798}{717.95}\ \text{pm}=0.1404\ \text{pm},
$$

$$
b=\frac{\sqrt3}{2}d=0.1216\ \text{pm},\qquad
r_{\min}=\frac32d=0.2106\ \text{pm}.
$$

The closest approach is $2.106\times10^{-4}$ nm. At that point 478.6 keV is potential energy and 239.3 keV is kinetic energy of the relative motion.

As a test of the derivation, the equations of motion of both particles were integrated numerically for this mass ratio, with $b=0$ and $b=\sqrt3d/2$. The smallest separations were $1.000000\,d$ and $1.500000\,d$. In the second case the kinetic energy at closest approach was $0.333333\,E$.

### The angle in the laboratory is different

The 60 degrees must be measured in the centre-of-mass frame. To find the laboratory angle $\psi$ of the boron, add the centre-of-mass velocity $m_1v/(m_1+m_2)$ to the forward component of its final velocity:

$$
\tan\psi=\frac{m_2\sin\theta}{m_2\cos\theta+m_1}
=\frac{\sin\theta}{\cos\theta+m_1/m_2}
=\frac{0.866}{0.500+0.393},
$$

which gives $\psi=44.1^\circ$.

If the boron were instead deflected by 60 degrees in the laboratory, the ratio would change. Multiplying out the formula for $\tan\psi$ gives $\sin\psi\cos\theta+(m_1/m_2)\sin\psi=\cos\psi\sin\theta$, or

$$
\sin(\theta-\psi)=\frac{m_1}{m_2}\sin\psi .
$$

For $\psi=60^\circ$ this yields $\theta=79.9^\circ$, and the general formula gives $r_{\min}=1.279\,d$. In that form the ratio does depend on the masses.

The energy given to the silicon atom also follows from the change of frame. Its final laboratory velocity has components $m_1v(1-\cos\theta)/(m_1+m_2)$ forward and $-m_1v\sin\theta/(m_1+m_2)$ sideways. Since $(1-\cos\theta)^2+\sin^2\theta=2(1-\cos\theta)=4\sin^2(\theta/2)$, its kinetic energy is

$$
T=\frac{4m_1m_2}{(m_1+m_2)^2}\sin^2\frac\theta2\;E_{\rm lab}
=0.810\times0.25\times1000\ \text{keV}=202.5\ \text{keV}.
$$

### What the electrons do to the result

The electrons partly screen the nuclear charges. A common approximate description for neutral atoms is the Ziegler–Biersack–Littmark universal potential, $V(r)=(C/r)\,\Phi(r/a)$. For this pair its screening length is $a=14.27$ pm, about a hundred times $d$. Close to the nuclei, $\Phi\approx1-s\,r/a$ with $s=1.181$, so

$$
V(r)\approx\frac Cr-\frac{sC}{a}.
$$

To this order, screening lowers the potential by a constant. Moving the constant to the other side of the energy equation shows that the particles move near each other as if they had the energy $E+sC/a$ in an unscreened potential. The head-on distance becomes

$$
d'=\frac{C}{E+sC/a}=\frac d{1+s\,d/a},
$$

which is 1.15% shorter than $d$. If the weak deflection in the outer part of the atoms is neglected, the 60-degree distance shrinks by the same fraction, and the ratio stays at 3/2.

The full universal potential tests this estimate. With the laboratory energy and the 60-degree centre-of-mass angle held fixed, and $b$ readjusted to keep that angle, the results are:

| Laboratory energy | Head-on distance | 60-degree distance | Ratio |
|---|---:|---:|---:|
| 1000 keV | 0.1388 pm | 0.2082 pm | 1.4997 |
| 100 keV | 1.269 pm | 1.889 pm | 1.489 |
| 10 keV | 8.09 pm | 11.52 pm | 1.423 |

At 1000 keV the two distances are 1.14% and 1.16% below their Coulomb values. The ratio is much less affected than either distance, as the constant shift suggests. The last digits of the table belong to this particular screening function. With the Molière or Kr–C functions and the Firsov screening length, the head-on distance becomes 0.1386 or 0.1390 pm at 1000 keV (reductions of 1.3% and 1.0%), 1.256 or 1.285 pm at 100 keV, and 8.09 or 8.37 pm at 10 keV. The ratios move much less: 1.4995 or 1.4998, 1.487 or 1.491, and 1.426 or 1.423.

At 10 keV the Coulomb head-on distance would be 14.04 pm, nearly equal to the screening length. Expanding $\Phi$ to first order is no longer justified. Screening shortens the head-on distance by 42% relative to the Coulomb value, and the ratio falls about 5% below 1.5. The direction of this change is plausible, because screening makes the repulsion fall off more steeply. In the extreme case of hard spheres, every collision has the same closest approach and the ratio is 1. This comparison is a guide, not a proof for every screened potential.

### How this compares with a real implant

An energy of 1 MeV is a rough figure for boron implanted to form deep wells in silicon. Many other implants use tens of keV or less, where the table shows that bare Coulomb distances are poor. Even an ion that enters at 1 MeV slows down, so its later collisions leave the range in which the simple formula is good. For the fast collision treated here, screening moves each distance by about 1%. The universal potential is itself a model, and a fast boron ion may have lost some of its electrons, so that correction is an estimate. The calculated recoil energy is far above the rough 15 eV needed to displace a silicon atom from its lattice site. Such a recoil can go on to displace further atoms, and repairing this kind of damage is one purpose of annealing.

The other neglected effects can be sized for the same 1 MeV collision:

- **Electronic excitation.** Removing a K electron from silicon costs about 2.7 keV, or 0.37% of $E$, in a hydrogen-like estimate that ignores the other electrons. The real cost is lower, about 1.8 keV. This is a scale for one electron, not a calculation of the average loss. A collision that excites several electrons can lose more.
- **Relativity.** The laboratory energy is 0.01% of the boron rest energy.
- **Wave mechanics.** The reduced wavelength of the relative motion is 0.0019 pm, or 1.4% of $d$. It is short enough for a classical path to be a useful description. The percentage is not an error in $r_{\min}$. The local wavelength grows near a turning point, however, so the closest approach is less sharply defined than 1.4% suggests. With $\lambda$ the reduced wavelength above, the head-on turning point is blurred over about $(\lambda^2 d)^{1/3}\approx0.06\,d$, and the 60-degree one over a similar length. This is several times the screening shift of the distances, so their digits describe the classical model.
- **Nuclear contact.** The nuclear radii add up to roughly 0.006 pm. The closest approach is roughly 30 times larger, so the nuclei do not touch.
- **Lattice binding.** The rough displacement energy is less than 0.01% of the recoil energy, so treating the silicon atom as free during the collision is reasonable.

So the factor 3/2 is an exact property of the Coulomb model at a centre-of-mass angle of 60 degrees. For boron on silicon at 1 MeV it survives screening very well, while at 10 keV a screened potential is needed. The numerical output lists the values with further digits.

## Computed values

```
Charge numbers, boron and silicon: 5, 14
Masses, boron and silicon: 11, 28 u
Laboratory energy: 1000 keV
Coulomb strength C: 100.798 eV nm
Centre-of-mass energy: 717.95 keV
Head-on distance d: 0.14040 pm
Impact parameter for 60 degrees: 0.12159 pm
Closest approach at 60 degrees: 0.21059 pm
Same closest approach: 2.1059e-04 nm
Trajectory head-on distance / d: 1.000000
Trajectory 60-degree distance / d: 1.500000
Trajectory kinetic energy / E at closest: 0.333333
Potential energy at closest: 478.63 keV
Kinetic energy at closest: 239.32 keV
Laboratory angle of boron: 44.13 degrees
Silicon recoil energy: 202.50 keV
CM angle for lab 60 degrees: 79.89 degrees
Distance ratio for lab 60 degrees: 1.2787
Universal screening length: 14.272 pm
Initial slope of screening function, magnitude: 1.1806
Predicted distance reduction by shift: 1.148 %
Computed head-on reduction: 1.137 %
Computed 60-degree reduction: 1.158 %
Screened 1000 keV: head-on 0.13880 pm, 60-degree 0.20816 pm, ratio 1.49968
Screened 100 keV: head-on 1.26873 pm, 60-degree 1.88918 pm, ratio 1.48903
Screened 10 keV: head-on 8.09393 pm, 60-degree 11.51697 pm, ratio 1.42292
Hydrogenic silicon K-electron cost: 2.667 keV
K-electron cost / CM energy: 0.371 %
Lab energy / boron rest energy: 0.0098 %
Reduced relative wavelength: 0.00192 pm
Reduced wavelength / d: 1.37 %
Rough sum of nuclear radii: 0.0063 pm
Closest approach / sum of nuclear radii: 33.4
Rough lattice displacement energy: 15 eV
Displacement / recoil energy: 0.0074 %
```
